Why negative electron affinity does not guarantee strong diamond emission

**The form of the answer**

Consider electrons leaving n-type diamond thermally, in the dark, into a vacuum where a collector removes all of them. Let n_b be the density of conduction electrons in the neutral bulk, and let it be low enough for the electrons to act independently. The current density J is then proportional to n_b, and J/(q n_b), with q the elementary charge, is a velocity. If collisions near the surface do not matter, the velocity available from the temperature T and the effective mass m is √(kT/m). Two energies remain: the upward band bending V_s and the electron affinity χ. They can enter through their ratios to kT, so

J = q n_b √(kT/m) f(V_s/kT, χ/kT).

Dimensions do not give the function f, but they separate three questions. How many electrons are supplied? What must they climb inside the crystal? What must they climb at its surface? The affinity is the vacuum level just outside minus the conduction-band edge at the surface. A negative χ answers the third question and leaves the other two open.

**A counter-example: phosphorus-doped diamond at 800 K**

Take a hydrogen-terminated surface with χ = −1.1 eV and V_s = 1.5 eV. The donor density is N_D = 10¹⁸ cm⁻³, the compensating acceptor density N_A = 10¹⁷ cm⁻³, and the donor level lies E_d = 0.57 eV below the band edge. These are rough typical parameters. At 800 K, kT = 0.06894 eV.

The supply comes first. Diamond has six conduction valleys, with longitudinal and transverse masses of roughly 1.4 and 0.36 free-electron masses m₀. The density-of-states mass of one valley is

m = (m_l m_t²)^(1/3) = 0.566 m₀,

and the effective density of band states, with a factor 2 for spin, is

N_C = 6 · 2 (2πmkT/h²)^(3/2) = 2.793×10²⁰ cm⁻³.

Let δ be the bulk band edge minus the Fermi level. For a non-degenerate gas n_b = N_C exp(−δ/kT). A donor level holding one electron of either spin is ionised with probability 1/[1 + 2 exp((E_d − δ)/kT)]. Since exp(−δ/kT) = n_b/N_C, this probability is 1/(1 + n_b/n₁), where

n₁ = (N_C/2) exp(−E_d/kT) = 3.582×10¹⁶ cm⁻³.

Neutrality requires the free electrons plus the charged acceptors to balance the ionised donors:

n_b + N_A = N_D/(1 + n_b/n₁).

Multiplying by n₁ + n_b and collecting terms gives

n_b² + (N_A + n₁) n_b − n₁(N_D − N_A) = 0.

The positive root is

n_b = ½{−(N_A + n₁) + √[(N_A + n₁)² + 4n₁(N_D − N_A)]}
= ½(−1.358 + 3.839)×10¹⁷ cm⁻³
= 1.24×10¹⁷ cm⁻³.

About one donor in eight supplies a conduction electron; another tenth of the donors have lost theirs to acceptors. From n_b, δ = kT ln(N_C/n_b) = 0.532 eV.

The one-way random flux of a thermal gas is n_b v_R, with

v_R = √(kT/2πm) = 5.84×10⁶ cm/s,

as derived below. If every electron striking a flat-band surface escaped, the current would be

q n_b v_R = 1.16×10⁵ A/cm².

The bands are not flat, however. Measured from the bulk band edge, the band edge at the surface is at +1.5 eV and the vacuum level is at 1.5 − 1.1 = +0.4 eV. An electron from the bulk must first reach 1.5 eV; the later drop of 1.1 eV does not repay the climb in advance. The fraction with enough energy is exp(−1.5/0.06894) = 3.55×10⁻¹⁰, so

J ≈ 1.16×10⁵ × 3.55×10⁻¹⁰ = 4.1×10⁻⁵ A/cm².

A small transport correction, derived below, changes this to 3.9×10⁻⁵ A/cm², or 0.039 mA/cm². The affinity is strongly negative and the emission is weak.

**The general statement**

Within the model,

J = q n_b exp(−V_s/kT) / (1/v_em + 1/v_D),
v_em = v_R exp(−max(χ,0)/kT),

where v_D is the transport velocity of the bent layer. Consequently, for V_s ≥ 0,

J ≤ q n_b v_R exp(−V_s/kT),

however negative χ may be. The model assumes one isotropic mass, classical motion, full transmission above the barrier, and no emission from states in the gap. For χ > 0 it lets the energy of normal motion alone decide escape.

**Proof, first part: barrier and flux**

Let x be the distance from the surface into the crystal. Near the surface the band edge and the donor level rise together relative to the Fermi level. In a layer of width W this removes the conduction electrons and also empties the donors that were neutral in the bulk, leaving a positive charge density qN, with N = N_D − N_A. Donors still partly filled near x = W are neglected; including them lowers the surface field in the example by about 4%. Poisson's equation for the electrostatic potential ψ is ψ″ = −qN/ε. The band-edge energy V differs from −qψ by a constant, so

V″ = q²N/ε.

At x = W both V and V′ vanish. Two integrations give V = q²N(W − x)²/(2ε), and setting V(0) = V_s gives

V = V_s(1 − x/W)², W = √(2εV_s/(q²N)).

With relative permittivity 5.7 and N = 9×10¹⁷ cm⁻³, W = 32 nm.

The band edge inside the crystal is highest at x = 0. Just outside, the vacuum level is V_s + χ. The barrier seen from the bulk is the larger of the two:

B = max(V_s, V_s + χ) = V_s + max(χ,0).

The sum V_s + χ, sometimes called an effective affinity, is the barrier for χ ≥ 0. For χ < 0 it is too small.

Without collisions in the layer, an electron passes if its normal velocity v towards the surface satisfies mv²/2 ≥ B. With v_B = √(2B/m), the Maxwell distribution gives the flux

n_b √(m/2πkT) ∫ v exp(−mv²/2kT) dv, from v_B to ∞.

The integrand is the derivative of −(kT/m) exp(−mv²/2kT), so the integral is (kT/m) exp(−B/kT). The flux is therefore

n_b √(m/2πkT) (kT/m) exp(−B/kT) = n_b v_R exp(−B/kT).

This proves the result for v_D → ∞.

**Proof, second part: transport through the layer**

Collisions can slow the delivery of electrons to the surface. Let Γ be the flux towards the surface, that is, towards −x. Diffusion contributes +D n′. The force on an electron along +x is −V′, so drift contributes nμV′/q towards −x, where μ is the mobility. The Einstein relation D = μkT/q then gives

Γ = D(n′ + nV′/kT).

Since V′ < 0, drift opposes emission. In a steady state without generation or recombination in the layer, Γ is constant. Multiplication by exp(V/kT)/D turns the right-hand side into a derivative:

d/dx [n exp(V/kT)] = (Γ/D) exp(V/kT).

Integrate from 0 to W, where n(W) = n_b and V(W) = 0:

n_b − n(0) exp(V_s/kT) = (Γ/D) ∫₀^W exp(V/kT) dx.

At the surface, take the usual thermionic boundary condition Γ = v_em n(0). Here n(0) is the density of a full Maxwellian distribution, of which only the half moving towards the surface supplies the emission. This is an approximation, since the electrons that escape do not return to fill the other half. Substituting n(0) = Γ/v_em and multiplying by exp(−V_s/kT) gives

n_b exp(−V_s/kT) = Γ(1/v_em + 1/v_D),
1/v_D = (1/D) ∫₀^W exp[(V − V_s)/kT] dx.

With J = qΓ this is the stated formula. The two inverse velocities add like resistances in series. Because v_em ≤ v_R and 1/v_D ≥ 0, the bound follows.

For the parabolic band, put u = 1 − x/W and a = V_s/kT. Then

1/v_D = (W/D) ∫₀¹ exp[a(u² − 1)] du = (W/D) Daw(√a)/√a,

where Daw(z) = exp(−z²) ∫₀^z exp(t²) dt is Dawson's function. For large z, Daw(z) ≈ 1/(2z), so

v_D ≈ 2aD/W = μF_s, F_s = 2V_s/(qW),

and F_s is the surface field. For a rough mobility of 100 cm²/Vs the full expression gives v_D = 9.03×10⁷ cm/s. The correction factor is

1/(1 + 5.84×10⁶/9.03×10⁷) = 0.94,

which turns 4.1×10⁻⁵ into 3.9×10⁻⁵ A/cm².

This v_D should not be read as a real drift speed. The mean free path inferred from the mobility is 7.5 nm, while the band falls by kT within about 0.75 nm of the surface. Electrons cross that last stretch mostly without collisions, so drift-diffusion theory is not reliable there. The 6% correction has no predictive value; it shows that this transport model does not alter the conclusion.

In the opposite limit, v_D ≪ v_em, the current is q n_b v_D exp(−V_s/kT). The affinity drops out, but the bending factor remains.

**What changing χ and V_s does**

With n_b, T and V_s = 1.5 eV held fixed, the model gives

χ = +0.5 eV: J = 2.9×10⁻⁸ A/cm²
χ = 0: J = 3.9×10⁻⁵ A/cm²
χ = −0.5 eV: J = 3.9×10⁻⁵ A/cm²
χ = −1.1 eV: J = 3.9×10⁻⁵ A/cm².

Removing a positive affinity of 0.5 eV raises the current about 1300 times. Negative affinity is thus useful, but in this classical model the gain stops at χ = 0. The first two entries are too high for real diamond. In equilibrium the crystal must emit as many electrons as it absorbs from the vacuum, and for χ ≥ 0 the vacuum states can carry at most A₀T² exp(−(Φ + χ)/kT), with A₀ and Φ defined in the section on the work function. Six valleys that all transmit fully would exceed this limit by a factor 6m/m₀ = 3.4, so some electrons must be reflected. For χ < 0 the limit is A₀T² exp(−Φ/kT)(1 + |χ|/kT), because the drop in energy opens vacuum states with more lateral motion. It exceeds the model current once χ is below about −0.15 eV. In diamond, some gain can therefore remain just below χ = 0.

With χ = −1.1 eV and n_b held fixed instead,

V_s = 0.5 eV: J = 73 A/cm²
V_s = 1.0 eV: J = 0.054 A/cm²
V_s = 1.5 eV: J = 3.9×10⁻⁵ A/cm²
V_s = 2.0 eV: J = 2.8×10⁻⁸ A/cm².

Each half electronvolt costs a factor of more than a thousand. Inverting the bound gives a necessary condition for a desired current J*:

V_s ≤ kT ln(q n_b v_R/J*).

For 1 A/cm² at 800 K and this n_b, the right-hand side is 0.06894 × ln(1.16×10⁵) = 0.80 eV.

As V_s → 0 the formula tends to q n_b v_em, but the resulting 10⁵ A/cm² is an ideal ceiling. The bulk would need a field of about v_R/μ = 6×10⁴ V/cm to deliver it, and the assumption of a nearly thermal distribution at the surface would no longer hold. Space charge in the vacuum intervenes earlier: for a planar gap of 100 μm at 100 V, the Child–Langmuir law allows 23 A/cm². Even the 73 A/cm² entry exceeds what that gap could carry.

**Why a low work function can mislead**

Define Φ = V_s + δ, the surface band edge minus the Fermi level. In the thermionic limit with χ ≤ 0,

J = q v_R N_C exp[−(V_s + δ)/kT].

Inserting v_R and N_C, the powers of 2πm and kT combine to give

q v_R N_C = 12q · 2πm(kT)²/h³ = 6(m/m₀)A₀T², A₀ = 4πm₀qk²/h³,

so that

J = 6(m/m₀)A₀T² exp(−Φ/kT).

Here Φ = 1.5 + 0.532 = 2.03 eV, whereas the work function, the vacuum level minus the Fermi level, is Φ + χ = 0.93 eV. Using the latter in the Richardson law A₀T² exp(−(Φ + χ)/kT) predicts 103 A/cm², too large by a factor of 2.7×10⁶ relative to the model. That law counts vacuum states from the vacuum level upwards. Between the vacuum level and the surface band edge, however, the crystal offers no conduction states at the surface from which to fill them.

If Φ is held fixed, the slope of ln(J/T²) against 1/T measures Φ in the thermionic limit. Solving the full model numerically at 780 and 820 K gives 2.03 eV, not 0.93 eV. Tunnelling, considered below, lowers this value, because part of the current then leaves at energies below the surface band edge. The semiclassical estimate gives 1.90 to 1.97 eV at this doping, depending on the tunnelling mass, and 1.5 to 1.8 eV at ten times the net donor density.

**Supply and bending may be linked**

Replace phosphorus by nitrogen, 1.7 eV deep, at the same doping, compensation, mobility and temperature. The neutrality equation now gives n_b = 2.5×10¹⁰ cm⁻³. If V_s is still 1.5 eV, J falls to 7.7×10⁻¹² A/cm², a loss of about five million that follows the loss of electrons.

A different comparison holds the surface Fermi level fixed, as a high density of surface states can do. Then Φ stays at 2.03 eV and V_s = Φ − δ falls to 0.44 eV. The classical current is 3.6×10⁻⁵ A/cm², close to the phosphorus value. For this smaller bending the partly filled donors matter more: including them lowers the surface field by 23% and the current to 3.4×10⁻⁵ A/cm². Fewer electrons attempt a lower climb, and the two changes cancel in n_b exp(−V_s/kT) = N_C exp(−Φ/kT). A deeper donor therefore does not greatly reduce emission under every surface condition.

Delivery through the bulk still differs. The field needed to carry the current is J/(q n_b μ): 2×10⁻⁵ V/cm for phosphorus and 93 V/cm for nitrogen. Across 0.5 mm of nitrogen-doped crystal, that is a drop of nearly 5 V.

**Real surfaces and the limits of the model**

An affinity near −1 eV is typical of well-hydrogenated diamond, and phosphorus is a usual donor for n-type material. The bending is much less certain, because it depends on surface preparation and doping; an error of 0.5 eV moves J by about a thousand. Temperature matters as strongly. At 300 K, with Φ and μ unchanged, the classical model gives 3×10⁻²⁷ A/cm². Tunnelling dominates at this temperature: the semiclassical estimate below multiplies the current by about 20 to 600, depending on the mass, and by about 10¹⁰ for the light mass at ten times the net donor density. Even so, this is no useful emission. Heating has its own cost, since a hot surface can lose hydrogen and with it the negative affinity.

Tunnelling breaks the classical bound. With χ < 0, electrons between V_s + χ and V_s can pass through the thin top of the bend. For the transmission take exp(−S), where S = (2/ħ)∫√[2m_t(V − E)] dx over the forbidden region. The current is then multiplied by

1 + ∫ exp[(V_s − E)/kT − S(E)] dE/kT, from V_s + χ to V_s.

Numerical integration gives 3.9. With ten times the net donor density, at the same n_b and V_s, it gives 58. The light mass m_t is a favourable choice: with the heavier mass m_l along the surface normal, the two factors are only 2.2 and 7.9. The factors are sensitive to the mass: a light mass of 0.28 m₀ gives 4.5 and 102. The semiclassical estimate is also crude near the top of the barrier and ignores reflection above it. Solving the one-dimensional wave equation for the same profile, with an abrupt step into vacuum and effective-mass matching, gives 4.3 and 99 for m_t and 1.2 and 7.6 for m_l. Either way, heavy doping can make the classical current seriously low. The value of χ below zero can retain some influence in both directions: it opens tunnelling paths, but a deeper step also reflects more. For m_l the wave calculation gives 2.1 at χ = −0.2 eV and 1.2 at −1.1 eV.

Other effects act the opposite way. On a (100) surface, four of the six valleys have a large lateral momentum, 0.76 × 2π/a with lattice constant a = 0.357 nm. In vacuum this would require 6.8 eV of lateral energy, or 3.75 eV after folding by the 2×1 reconstruction usual on hydrogenated (100), more than the 1.1 eV drop supplies in either case. Without scattering or momentum exchange with the surface, those valleys do not emit, and the remaining two, which have the heavy mass along the normal, give 0.21 of the single-mass current. On an unreconstructed (111) surface all six valleys would need about 4.5 eV of lateral energy, so emission would rely entirely on such processes. An electron inside a dielectric is also repelled by its image at a vacuum boundary. At 0.5 nm the repulsion is 0.09 eV, about 0.04 eV more than the fall of the band over that distance. If the image term is dropped closer to the surface than 0.5 nm, J is multiplied by 0.54; if it is held at its 0.5 nm value up to the surface, the factor is 0.28. The formula grows as the inverse distance and fails at atomic distances, so this figure depends on the assumed cut-off; a shorter one gives a larger reduction.

On a (100) surface, each of these estimates changes the example by a factor of a few, and with the image cut off at 0.5 nm the valley and image factors together reduce the current 9 to 17 times, or 4 to 8 times once the semiclassical tunnelling factor 2.2 of the heavy-mass valleys is included. A cut-off at 0.2 nm raises the reduction to about 100 without tunnelling. This compares with a discrepancy of millions in the work-function estimate. On a (111) surface the reduction depends on scattering and is not estimated here. Emission through surface or defect states in the gap is not sized here and could add current. Illumination, carrier injection and strong internal fields can create electrons far from equilibrium, for which n_b and the thermal factor must be replaced.
